# Real Bands of a Complex Periodic Potential by Imaginary Translation

## Problem

A particle moves on the whole line under

$$H_g=-\frac{d^2}{dx^2}+V_g(x),\qquad V_g(x)=4\cos^2x+4ig\sin2x,$$

with $g$ real. Position, energy and time are dimensionless, and time evolution is $i\,\partial_t\psi=H_g\psi$. The potential has period $\pi$. A Bloch wave with wave number $k$ satisfies $\psi(x+\pi)=e^{i\pi k}\psi(x)$, with $-1<k\le1$.

1. Estimate how the two lowest gaps depend on $g$.
2. Show that for $|g|<1/2$ all bands are real and coincide with those of a Hermitian cosine lattice. Find its amplitude.
3. For $g=0.3$, compare the estimate with the full band structure. What happens at $|g|=1/2$ and beyond?

## First estimate by scaling

Since $4\cos^2x=2+2\cos2x$, the potential in exponentials is

$$V_g=2+(e^{2ix}+e^{-2ix})+2g(e^{2ix}-e^{-2ix})
=2+(1+2g)e^{2ix}+(1-2g)e^{-2ix}.$$

A wave is raised by two units of wave number with strength $1+2g$ and lowered with strength $1-2g$. For $g\ne0$ these differ, so the matrix is not Hermitian.

The first gap opens at $k=1$, where $e^{ix}$ and $e^{-ix}$ both have kinetic energy 1. Keeping these two waves, in this order, gives

$$\begin{pmatrix}3&1+2g\\1-2g&3\end{pmatrix},\qquad (E-3)^2=(1+2g)(1-2g)=1-4g^2 .$$

The energies depend on the product of the couplings. With

$$s=\sqrt{1-4g^2},$$

they are $E\approx3\pm s$, and the first gap is about $2s$.

The second gap opens at $k=0$, between the waves $e^{\pm2ix}$ of kinetic energy 4. They are coupled through the constant wave, which lies 4 lower. In second order the upward and downward effective couplings are $(1+2g)^2/4$ and $(1-2g)^2/4$. The second-order diagonal shifts are equal for the two waves and do not split them. The splitting is therefore

$$2\sqrt{\frac{(1+2g)^2(1-2g)^2}{16}}=\frac{s^2}{2}.$$

To leading order the gaps thus scale as $(1-4g^2)^{1/2}$ and $1-4g^2$. These are the first and second powers of one effective coupling $s$, which suggests an ordinary cosine lattice with the oscillating part $s(e^{2ix}+e^{-2ix})=2s\cos2x$. The estimate does not prove that the full spectrum is real, because it omits all other waves.

## Exact solution

### The potential as a translated cosine

For $|g|<1/2$ there is a real $\theta$ with $\tanh2\theta=2g$. Then

$$\cosh2\theta=\frac1{\sqrt{1-\tanh^22\theta}}=\frac1s,\qquad
\sinh2\theta=\tanh2\theta\,\cosh2\theta=\frac{2g}{s}.$$

The addition theorem, with $\cos(ib)=\cosh b$ and $\sin(ib)=i\sinh b$, gives

$$\cos(2x-2i\theta)=\cos2x\cosh2\theta+i\sin2x\sinh2\theta
=\frac{\cos2x+2ig\sin2x}{s}.$$

Multiplying by $2s$ and adding 2 reproduces $V_g$:

$$V_g(x)=V_s(x-i\theta),\qquad V_s(z)=2+2s\cos2z .$$

On the real axis $V_s$ is real. The candidate Hermitian lattice is therefore

$$H_s=-\frac{d^2}{dx^2}+2+2s\cos2x .$$

The oscillating part is reduced by the factor $s$, but the mean value 2 is not. Replacing $4\cos^2x$ by $4s\cos^2x=2s+2s\cos2x$ would put every band too low by $2(1-s)$, which is 0.4 for $g=0.3$.

### Why the spectra agree

Translation by an imaginary distance multiplies $e^{iqx}$ by $e^{q\theta}$, which is unbounded in $q$. It is not a bounded operator on square-integrable functions, so a formal similarity between $H_g$ and $H_s$ does not settle the question. The solutions of the differential equation do.

Let $\chi$ solve $-\chi''+V_s\chi=E\chi$ for any complex $E$. The coefficients of this linear equation are entire functions of $z$, so $\chi$ is entire too. Hence $\psi(x)=\chi(x-i\theta)$ is well defined and solves the equation of $H_g$ at the same $E$. The opposite translation leads back.

Now collect two solutions in a matrix $U(z)$ that carries the column $(\chi,\chi')$ from $0$ to $z$, with $U(0)=1$:

$$U'(z)=A(z)U(z),\qquad A=\begin{pmatrix}0&1\\V_s-E&0\end{pmatrix}.$$

Since $A$ has zero trace, $\det U=1$. Let $M_s=U(\pi)$. Because $A$ has period $\pi$, both $U(z+\pi)$ and $U(z)M_s$ solve the same equation and agree at $z=0$. They are therefore equal:

$$U(z+\pi)=U(z)M_s .$$

For $H_g$, the matrix that carries $(\psi,\psi')$ from $0$ to $x$ is $U(x-i\theta)U(-i\theta)^{-1}$, since it solves the translated equation and equals 1 at $x=0$. With $T=U(-i\theta)$, its value after one period is

$$M_g=U(\pi-i\theta)\,T^{-1}=T\,M_s\,T^{-1}.$$

The two matrices have the same eigenvalues $\lambda$ and $1/\lambda$, and the same trace $\Delta(E)$, for every complex $E$.

It remains to connect these eigenvalues with the spectrum. The argument holds for $H_g$ and $H_s$ alike.

- **No eigenvalue of modulus one.** There is a solution $\psi_+$ that decays to the right and a solution $\psi_-$ that decays to the left. They are independent, and $W=\psi_-'\psi_+-\psi_-\psi_+'$ is a nonzero constant. The Green function is $G(x,y)=\psi_-(x_<)\psi_+(x_>)/W$, where $x_<$ and $x_>$ are the smaller and larger of $x,y$. Each solution is an exponential times a periodic function, so $|G|\le Ce^{-\kappa|x-y|}$ with $\kappa>0$. The integral of this bound over either variable is $2C/\kappa$, so $G$ defines a bounded operator. No combination of $\psi_\pm$ is square integrable, so $E$ is not an eigenvalue either. Thus $E$ is outside the spectrum.
- **An eigenvalue of modulus one.** There is a bounded Bloch wave $\psi$. Multiply it by a smooth cutoff $\eta(x/L)$. Then $(H-E)(\eta\psi)=-2\eta'\psi'/L-\eta''\psi/L^2$, whose norm divided by that of $\eta\psi$ falls as $1/L$. No bounded inverse of $H-E$ exists, and $E$ belongs to the spectrum.

The spectrum of either operator is therefore the set of $E$ for which

$$\Delta(E)=\lambda+\lambda^{-1}=2\cos\pi k,\qquad k\ \text{real}.$$

Since $\Delta$ is the same function for both, the energies agree at each $k$. Since $H_s$ is self-adjoint, its spectrum is real, and so is that of $H_g$. This proves the statement for $|g|<1/2$. The amplitude of the Hermitian cosine is $2s=2\sqrt{1-4g^2}$.

### What happens to the Bloch waves

Write $\psi=\sum_nd_ne^{i(k+2n)x}$. The eigenvalue equation is

$$[(k+2n)^2+2]d_n+(1+2g)d_{n-1}+(1-2g)d_{n+1}=Ed_n .$$

Set $d_n=r^nc_n$ and divide by $r^n$. The couplings become $(1+2g)/r$ and $(1-2g)r$. They are equal when

$$r^2=\frac{1+2g}{1-2g}=\frac{1+\tanh2\theta}{1-\tanh2\theta}=e^{4\theta},$$

and both then equal $s$. The $c_n$ are the coefficients of the Hermitian wave, and the factor $r^n=e^{2n\theta}$ is, up to the constant $e^{k\theta}$, the imaginary translation written in Fourier space.

The energies are shared, but orthogonality is not. In the two-wave model at $k=1$, the first row gives $(E-3)d_0=(1+2g)d_{-1}$. With $E-3=\pm s$ this means $d_0/d_{-1}=\pm r$. The two states are $(r,1)$ and $(r,-1)$, with normalized overlap

$$\frac{r^2-1}{r^2+1}=\tanh2\theta=2g .$$

## Comparison for $g=0.3$

Here $s=\sqrt{1-0.36}=0.8$, $r=\sqrt{1.6/0.4}=2$ and $\theta=\tfrac12\ln2=0.3466$. Diagonalizing the matrix of $H_g$ with 17 plane waves, $n=-8,\dots,8$, gives these band edges:

- Band 1: 1.6996 at $k=0$ to 2.1277 at $k=1$.
- Band 2: 3.7119 at $k=1$ to 5.9468 at $k=0$.
- Band 3 starts at 6.2469 at $k=0$.

The first gap is $3.7119-2.1277=1.5842$. The estimate $2s=1.6$ is 1.0% above it. The second gap is 0.3000, and the estimate $s^2/2=0.32$ is 6.7% above it.

The small excess in the first gap can be traced in the Hermitian lattice, where even and odd waves separate. From $2\cos2x\cos x=\cos3x+\cos x$, the even wave $\cos x$ has energy $3+s$ and couples with strength $s$ to $\cos3x$, at energy 11. From $2\cos2x\sin x=\sin3x-\sin x$, the odd wave has energy $3-s$ and the same coupling to $\sin3x$. In second order,

$$E_\pm\approx3\pm s-\frac{s^2}{8\mp s},\qquad
E_+-E_-\approx2s-\frac{2s^3}{64-s^2}\approx2s-\frac{s^3}{32}.$$

For $s=0.8$ the correction is $0.512/32=0.016$, which agrees to two figures with the actual difference $1.6-1.5842=0.0158$. The mean of the two levels moves down by about $s^2/8=0.08$, from 3 to 2.92, and this shift cancels in the gap.

The same diagonalization at other values of $g$ shows the gap closing:

| $g$ | $2s$ | first gap |
|---|---|---|
| 0 | 2.000 | 1.969 |
| 0.30 | 1.600 | 1.584 |
| 0.40 | 1.200 | 1.193 |
| 0.45 | 0.872 | 0.869 |
| 0.49 | 0.398 | 0.398 |

The estimate improves towards $g=1/2$ because its relative error, about $s^2/64$, vanishes with $s$. Most of the closing takes place near the end: at $g=0.3$ the gap still has 80% of its value at $g=0$.

The energies equal those of the Hermitian lattice with $s=0.8$, but the waves differ. In the lowest band at $k=0.4$, the Hermitian lattice has $c_1/c_0=-0.135$ and $c_{-1}/c_0=-0.297$. The complex lattice has $d_1/d_0=-0.271$ and $d_{-1}/d_0=-0.148$, changed by the factors 2 and 1/2. At $k=1$ the overlap of the two lowest states is 0.611, against 0.6 from two waves.

This overlap has a dynamical consequence. Add the two normalized states at $k=1$ with equal amplitudes. The integral of $|\psi|^2$ over one period, in units of that of one state, oscillates between $2(1-0.611)=0.78$ and $2(1+0.611)=3.22$, with period $2\pi/1.584=3.97$. Real energies exclude exponential growth of each Bloch state, but they do not conserve the norm of a superposition.

## At the threshold and beyond it

At $g=1/2$ the equation $\tanh2\theta=1$ has no finite solution, and the downward coupling vanishes. The matrix $M_g$ depends continuously on $g$, so its trace tends to that of the lattice with $s=0$, which is free motion with the constant 2 added. The energies are $2+(k+2n)^2$: real, and without gaps.

The states are nevertheless not those of a free particle. At $k=1$ and $E=3$ the eigenvalue equation reads

$$4n(n+1)d_n+2d_{n-1}=0 .$$

For $n=0$ it gives $d_{-1}=0$, for $n=-1$ it gives $d_{-2}=0$, and continuing downward removes all $d_n$ with $n<0$. All $d_n$ with $n>0$ follow from $d_0$. There is one Bloch wave where a free particle has two: the two states have merged. The case $g=-1/2$ is the mirror image, since $x\to-x$ reverses the sign of $g$.

For $|g|>1/2$ the product of couplings is negative, and two waves give $E\approx3\pm i\sqrt{4g^2-1}$ at $k=1$. This estimate is meant for $|g|$ close to 1/2; further out the omitted waves shift both the real and the imaginary part noticeably. At $|g|=0.6$ this is $3\pm0.663i$. Diagonalization with 17 waves gives $3.055\pm0.668i$, so one state grows and the other decays. This holds near the zone edge: at $|g|=0.6$ the three lowest energies are still real at $k=0$, $0.3$ and $0.6$ and include a complex pair at $k=0.8$, while at $g=0.95$ a complex pair appears at $k=0$ as well. The condition in the problem is thus on $|g|$, not on $g$ alone.

## Meaning for a lattice with gain and loss

The same equation describes paraxial light in a waveguide lattice, with $t$ as scaled propagation distance. Where $\operatorname{Im}V_g>0$ the light is amplified, and where it is negative the light is absorbed. The numbers above belong to round model parameters, not to a particular device.

Two imperfections can be sized. A uniform excess loss adds $-i\gamma$ to the potential and hence to every energy, leaving the gaps unchanged. A misplaced gain pattern is more serious. If $\sin2x$ becomes $\sin(2x+\varphi)$, the couplings are $1+2ge^{i\varphi}$ and $1-2ge^{-i\varphi}$, with product

$$1-4g^2+2g(e^{i\varphi}-e^{-i\varphi})=1-4g^2+4ig\sin\varphi .$$

For $g=0.3$ and $\varphi=0.1$ this is $0.64+0.12i$, and its square root is about $0.80+0.075i$. In the two-wave estimate the edges at $k=1$ become $3\pm(0.80+0.075i)$, so one of them grows although $g$ is well below 1/2. The omitted waves shift both edges by about $-(0.64+0.12i)/8=-0.08-0.015i$; the full lattice has $2.124-0.087i$ and $3.715+0.057i$, so the growth rate is about a quarter smaller than the two-wave value. The real spectrum rests on the alignment of gain and loss with the cosine as well as on their strength. Gain that saturates with intensity makes the equation nonlinear and lies outside this treatment.

Numerical values quoted here were computed with a short program.
